# Why a Peaked Distance Histogram Does Not Mean a Ring-Shaped Blur

An extreme-ultraviolet photon is absorbed at a point in a resist film. The electron it releases travels, scatters and finally drives a chemical reaction a few nanometres away. Suppose a simulation records the distance from absorption to reaction for many such events and sorts the distances into bins of equal width. The histogram is low at zero, rises to a maximum near 2 nm, and falls away. What does the blur look like from above: a spot or a ring?

The histogram seems to answer at once. Reactions are most often found about 2 nm from the absorption point and hardly ever at the point itself. It is then natural to picture an exposed ring around an unexposed centre. The statement about distances is correct. The picture does not follow from it, because "the most frequent distance" and "the most heavily exposed place" are different things. A distance names a whole spherical surface of places, and a large surface can collect more reactions than a small one even when each place on it receives less.

## What the histogram counts

Let $\rho(r)$ be the probability density of reaction sites per unit volume, averaged over many photons and assumed isotropic about the absorption point. The region between $r$ and $r+dr$ has volume $4\pi r^2\,dr$, so the probability per unit distance is

$$P(r)=4\pi r^2\rho(r),\qquad \int_0^\infty P(r)\,dr=1 .$$

If $r^2\rho(r)\to0$ at the origin, then $P(0)=0$. Any finite central density meets this condition, however large it is. Let $P$ also be continuous and vanish at large distance. Since it integrates to one, it is positive somewhere, and since it vanishes at both ends, its maximum lies at some $r>0$. Nothing about a hollow centre entered the argument.

The peak even carries evidence of the opposite kind. Where $\rho$ is differentiable,

$$P'(r)=4\pi\left[2r\rho(r)+r^2\rho'(r)\right].$$

At a histogram peak $r_*>0$ this is zero, and division by $4\pi r_*^2$ gives

$$\rho'(r_*)=-\frac{2\rho(r_*)}{r_*}<0 .$$

The density is falling outward at the very radius where the ring was supposed to have its crest. More generally, dividing $P'$ by $P$ and multiplying by $r$ gives

$$\frac{d\ln P}{d\ln r}=2+\frac{d\ln\rho}{d\ln r}.$$

The density rises outward where the histogram grows faster than $r^2$, and not elsewhere. That is the feature to look for, rather than a peak.

The view from above needs one more step. Let $z$ be the depth direction and $s$ the distance in the wafer plane. The density per unit wafer area is

$$S(s)=\int_{-\infty}^{\infty}\rho\!\left(\sqrt{s^2+z^2}\right)dz .$$

If $\rho$ never increases with distance, neither does $S$: at each fixed $z$, a larger $s$ means a larger distance from the origin, so no part of the integrand grows. A spot in space projects to a spot on the wafer. The histogram of in-plane distances is $2\pi s\,S(s)$, and its factor $s$ creates an off-centre peak in the same way.

A Gaussian cloud shows this in closed form. With standard deviation $\sigma$ along each axis, $P\propto r^2e^{-r^2/2\sigma^2}$. Its derivative is proportional to $2r-r^3/\sigma^2$, which vanishes at $r=\sqrt2\,\sigma$. Integrating over $z$ leaves $S\propto e^{-s^2/2\sigma^2}$, and the derivative of $sS$ is proportional to $1-s^2/\sigma^2$, which vanishes at $s=\sigma$. The two histograms peak at different nonzero radii, yet both densities are highest at the centre.

## A cloud built from flights

A Gaussian was put in by hand. Does an electron path produce a central maximum by itself? Take a simple model: the electron makes six straight flights and reacts at the end of the last. Each flight has a random direction, independent of the earlier ones, and an exponentially distributed length with mean $l$.

For one flight, the distance distribution is $P_1(r)=e^{-r/l}/l$, so

$$\rho_1(r)=\frac{e^{-r/l}}{4\pi l\,r^2}.$$

This case marks the limit of the opening argument. The density diverges as $1/r^2$, which cancels the shell factor, and the histogram is highest at $r=0$.

To add flights, use the Fourier transform, the average of $e^{i\mathbf k\cdot\mathbf r}$. For a fixed length $r$, the cosine $\mu$ between $\mathbf k$ and $\mathbf r$ is uniform on $[-1,1]$, so the angular average is

$$\frac12\int_{-1}^{1}e^{ikr\mu}\,d\mu=\frac{\sin kr}{kr}.$$

The transform of one flight is therefore

$$T_1(k)=\frac{1}{kl}\,I(k),\qquad I(k)=\int_0^\infty e^{-r/l}\,\frac{\sin kr}{r}\,dr .$$

Differentiating with respect to $k$ removes the denominator:

$$I'(k)=\int_0^\infty e^{-r/l}\cos kr\,dr=\frac{l}{1+k^2l^2}.$$

Because $I(0)=0$, integration gives $I(k)=\arctan(kl)$, and $T_1=\arctan(kl)/(kl)$. For independent displacements the average of a product of exponentials is the product of the averages. Six flights thus have $T=T_1^6$, and the inverse transform is

$$\rho(r)=\frac{1}{2\pi^2}\int_0^\infty k^2\,T(k)\,\frac{\sin kr}{kr}\,dk .$$

At large $k$, $T$ falls as $k^{-6}$, so the integrand at $r=0$ falls as $k^{-4}$ and the central density is finite. The histogram must start from zero.

Why is there no hollow? Each single-flight density decreases with distance, and adding independent displacements preserves this property. To see it, regard a radially decreasing density as a stack of uniform balls, one for each density level. The density of the sum of two displacements at separation $D$ is then a sum of overlap volumes of two balls whose centres are $D$ apart. Cut both balls by lines parallel to the separation. On each line the balls leave two intervals, with half-lengths $a$ and $b$ that do not depend on $D$. Their overlap has length

$$\min\left[2a,\;2b,\;\max(0,\,a+b-D)\right],$$

which never grows with $D$. Neither, then, does the overlap volume, nor the density. Repeating the argument adds as many flights as desired. Their mean lengths may differ, as long as each flight is isotropic and independent of the others in both length and direction.

## The numbers

Take $l=1$ nm. An exponential length has mean square $2l^2$, and isotropy gives one third of this to each axis. Independent displacements add their variances, so

$$\sigma^2=6\times\frac{2l^2}{3}=4\ \text{nm}^2,\qquad \sigma=2\ \text{nm}.$$

The table gives results from 300,000 random walks. The volume density is in $10^{-3}$ nm$^{-3}$ and the wafer-plane density in $10^{-3}$ nm$^{-2}$. In the last column the bin refers to in-plane distance.

| Bin (nm) | Fraction | Volume density | Plane density |
|---|---|---|---|
| 0–1 | 0.068 | 16.3 | 55.5 |
| 1–2 | 0.238 | 8.1 | 32.4 |
| 2–3 | 0.262 | 3.3 | 15.3 |
| 3–4 | 0.193 | 1.2 | 6.4 |

The second column is the histogram that suggested a ring. To convert it, divide by the volume of each shell, $(4\pi/3)(r_2^3-r_1^3)$ for a bin from $r_1$ to $r_2$. The bin from 2 to 3 nm holds $0.262/0.068\approx3.9$ times as many reactions as the central bin. Its volume is $3^3-2^3=19$ times as large. Its density is therefore lower by a factor of $19/3.9\approx4.9$. The same data that peak away from the centre describe a cloud that is densest at the centre.

The Fourier integral gives the values at points rather than in bins. The histogram peaks at 2.10 nm, where the density is 5.0 in the table's units, against 23.4 at the origin. In the wafer plane the histogram peaks at 1.4 nm, where the density is 35.2 against 67.1 at the centre. Even at this smaller radius, the exposure is only about half that of the supposed hole. The full numerical output follows this text.

The comparison also shows the limits of the Gaussian. With the same $\sigma$, its histogram peaks at 2.83 nm and its central density is 7.9, about one third of the random-walk value. Six exponential flights are too few for the Gaussian to describe the middle of this cloud, although it gives the right answer to the question of shape.

With real or simulated data, the central bin needs care, because it holds few events. A sample of 1000 reactions would put about 68 there, with a relative statistical error near $1/\sqrt{68}\approx12\%$. That is small beside a factor of 4.9, but it could hide a shallow dip. Narrower bins make it worse, since the central volume shrinks as the cube of the bin width.

## What a true shell looks like

The argument does not forbid shells. It says that the histogram's peak is not evidence for one. To produce a real shell, let the electron keep its direction through all six flights. The lengths then add along a line. If $P_n$ is the distribution after $n$ flights,

$$P_{n+1}(r)=\int_0^r P_n(t)\,\frac{e^{-(r-t)/l}}{l}\,dt .$$

Starting from $P_1=e^{-r/l}/l$, each step contributes one more integral of a power of $t$, and the result is $P_n=r^{n-1}e^{-r/l}/[(n-1)!\,l^n]$. For six flights,

$$P(r)=\frac{r^5e^{-r/l}}{120\,l^6},\qquad \rho(r)=\frac{P(r)}{4\pi r^2}=\frac{r^3e^{-r/l}}{480\pi\,l^6}.$$

A function $r^me^{-r/l}$ has its maximum where $m/r=1/l$. The histogram therefore peaks at $5l=5$ nm and the density at $3l=3$ nm. This time the centre is empty, and the histogram gives it away by rising as $r^5$, faster than $r^2$. Even so, its peak is not the radius of the shell's crest.

The projection is a real ring, though a shallow one. Its centre is filled by sites above and below the absorption point:

$$S(0)=2\int_0^\infty\rho(z)\,dz=\frac{2\times 6\,l^4}{480\pi\,l^6}=\frac{1}{40\pi l^2}=7.96\times10^{-3}\ \text{nm}^{-2}.$$

The crest, at $s=2.12$ nm, reaches $9.435\times10^{-3}$ nm$^{-2}$, which is 19% above the centre.

Projecting once more, onto a single axis $x$, removes even this ring. For sites at distance $r$ in random directions, $x=r\mu$ with $\mu$ uniform on $[-1,1]$, so $x$ has the constant density $1/(2r)$ between $-r$ and $r$. Summing over distances gives the line spread

$$L(x)=\int_{|x|}^{\infty}\frac{P(r)}{2r}\,dr,\qquad L'(x)=-\frac{P(x)}{2x}\le0\quad(x>0).$$

This holds for any isotropic cloud, hollow or not. For the straight flights, $L$ is 0.100 nm$^{-1}$ at $x=0$ and 0.082 nm$^{-1}$ at 3 nm. When sites at all depths are counted, an isotropic blur cannot turn one exposed thin line into two, even when it is a shell in space. A film that loses sites through its faces is not covered by this result.

## Between the two limits

Electrons that scatter mainly forward lie between complete loss of direction and perfect memory of it. To bridge the cases, keep six flights of mean length 1 nm and let each scattering angle follow the Henyey–Greenstein distribution, with its mean cosine $g$ varied here from 0 (isotropic scattering) to 1 (no deflection). At $g=0.5$ the central 1 nm is still the densest bin, both in space and in the plane. At $g=0.75$ the volume densities in the first two bins are 2.08 and 2.18: a difference of 5%, only a little over twice the statistical error of the comparison. The wide bins understate the hollow: the density at points rises from about 1.84 at the centre to about 2.2 near 1.4 nm, some 20%. The plane densities, 17.4 and 16.2, are still higher in the central bin. At $g=1$ the densest bin lies away from the centre in both views: the cloud is a shell in space and a ring in the plane. In this model the hollow in space first appears near $g=0.6$, before bins of 1 nm can show it. The plane density is still flat to within 1% near the centre at $g=0.75$, and its crest stands about 3% above the centre at $g=0.85$ and 7% at $g=0.9$. A visible ring thus needs stronger directional memory than a shell does, and bins of 1 nm cannot exclude a dip. The overall size is not held fixed here: the root-mean-square distance grows from 3.46 nm at $g=0$ to 6.48 nm at $g=1$.

Another change alters the histogram near zero. Suppose a reaction occurs after every flight, not just after the last. One sixth of the sites then come from first flights, whose histogram starts at $1/l$. The combined histogram should start at $1/(6l)=0.167$ nm$^{-1}$, and the sampled value near the origin is 0.168 nm$^{-1}$. It no longer starts from zero, but its largest bin is still 1–2 nm, with a fraction of 0.29 against 0.26 in the central bin. The density remains centred, since a mixture of decreasing densities is decreasing. Thus $r^2\rho\to0$ is sufficient for an off-centre peak, but not necessary.

## What the mistake costs

Suppose the cloud is replaced by a thin shell at the histogram peak, $R=2.10$ nm, and used to predict the contrast of a line grating with pitch 28 nm. A dose pattern $1+m\cos kx$ is blurred by averaging over displacements $X$. Since $\cos k(x-X)=\cos kx\cos kX+\sin kx\sin kX$ and the sine average vanishes by symmetry, the modulation $m$ is multiplied by the average of $\cos kX$. This is the transform $T(k)$. With $k=2\pi/28=0.224$ nm$^{-1}$,

$$T_{\text{cloud}}=\left[\frac{\arctan(kl)}{kl}\right]^6=0.906,\qquad T_{\text{shell}}=\frac{\sin kR}{kR}=0.963 .$$

The true loss of modulation in this model is 9.4%; the shell predicts 3.7%. The reason can be read from the expansion $\sin u/u\approx1-u^2/6$. To leading order the loss is $k^2\langle r^2\rangle/6$, where the cloud has $\langle r^2\rangle=3\sigma^2=12$ nm$^2$ and the shell has $R^2=4.4$ nm$^2$. A shell of radius $\sqrt{12}=3.46$ nm would give the same leading loss as the cloud. At this pitch, then, the error comes mainly from taking the peak distance as the size of the blur, and the grating is a poor witness to whether the centre is hollow.

## Beside a real resist

At a wavelength of 13.5 nm the photon energy is 91.8 eV. Flights near one nanometre and a blur of a few nanometres are rough magnitudes for such resists; the values used here are round choices in that range, not properties of a particular material. In a real film the free path changes as the electron loses energy. Letting the mean flight fall evenly from 1.5 to 0.5 nm over the six flights raises $\sigma$ from 2.00 to 2.11 nm and moves the histogram peak from 2.10 to 2.06 nm. A rise from 0.5 to 1.5 nm gives the same result, because the order of independent flights does not affect their sum. Photoemission also has a preferred direction. If the first flight follows a $\cos^2$ distribution about an axis, $\sigma$ becomes $\sqrt{10/3+6/5}\approx2.13$ nm along that axis and $\sqrt{10/3+2/5}\approx1.93$ nm across it, and the line spread along the axis is still highest in its central bin. The film has faces as well: for absorption spread evenly through a thickness of 30 nm, 5% of the model's end points fall outside. Of the changes examined here, directional memory is the one that can hollow out the cloud. Whether it does so in a given resist has to be read from the density. For an isotropic blur, this means dividing each bin of the histogram by the volume of its shell. If the blur has a preferred direction, the radial histogram is not enough: it averages over directions and can hide two lobes on opposite sides of the centre. The reaction sites must then be binned by position, not by distance alone.

## Calculated quantities

```
INPUTS
wavelength 13.5 nm, photon energy 91.8 eV
flights 6, mean flight 1.0 nm, walks 300000
blur per axis sigma 2.000 nm
INDEPENDENT FLIGHTS: sampled fraction, Fourier fraction,
 density (1e-3/nm^3), wafer-plane density (1e-3/nm^2)
 0-1 nm: 0.0681 0.0681 16.256 55.49
 1-2 nm: 0.2377 0.2376 8.108 32.44
 2-3 nm: 0.2621 0.2621 3.293 15.28
 3-4 nm: 0.1934 0.1932 1.248 6.43
 4-5 nm: 0.1164 0.1170 0.455 2.63
 5-6 nm: 0.0639 0.0631 0.168 1.02
 6-7 nm: 0.0314 0.0316 0.059 0.41
 7-8 nm: 0.0148 0.0150 0.021 0.15
histogram peak in space 2.099 nm, in plane 1.425 nm
log slope of density at the space peak -2.000
density at centre 23.405, at histogram peak 4.985 (1e-3/nm^3)
plane density at centre 67.08, at its histogram peak 35.20 (1e-3/nm^2)
GAUSSIAN OF EQUAL SIGMA
histogram peak in space 2.828 nm, in plane 2.000 nm
density at centre 7.937 (1e-3/nm^3)
STRAIGHT-LINE CONTROL (true shell)
peaks: histogram 5.000 nm, density 3.000 nm, plane density 2.117 nm
plane density: centre 7.958, crest 9.435 (1e-3/nm^2)
line spread: at 0 nm 0.1000, at 3 nm 0.0815 (1/nm)
CONTRAST at pitch 28.0 nm: true cloud 0.9061, mistaken shell 0.9634
FORWARD SCATTERING: g, rms distance (nm),
 density 0-1 and 1-2 nm (1e-3/nm^3), plane density likewise
 (1e-3/nm^2), densest 1 nm bin in space and in plane
 0.00 3.46 | 16.26 8.11 | 55.49 32.44 | 0-1 nm, 0-1 nm
 0.25 3.89 | 10.71 6.36 | 42.61 28.63 | 0-1 nm, 0-1 nm
 0.50 4.47 | 5.88 4.30 | 29.83 23.11 | 0-1 nm, 0-1 nm
 0.75 5.31 | 2.08 2.18 | 17.41 16.20 | 1-2 nm, 0-1 nm
 1.00 6.48 | 0.14 0.55 | 8.38 9.22 | 3-4 nm, 1-2 nm
OTHER NEGLECTED EFFECTS
dipole first flight: sigma along 2.128, across 1.937 nm
 line spread along it: 0-1 nm 0.2041, 1-2 nm 0.1424 (1/nm)
mean flights 1.5 to 0.5 nm: sigma 2.113 nm, histogram peak 2.056 nm
reaction after every flight: P near 0 0.168 1/nm; fractions
 0-1, 1-2, 2-3 nm: 0.2595, 0.2920, 0.2085
mean distance 3.028 nm; end points outside a 30 nm film 5.02 %
```
